# The damping-like field of a spin-orbit torque, without a factor-of-two error

## The problem

A ferromagnetic film lies on a heavy metal. A charge current in the plane of the heavy metal sends spins across the interface into the film, and these exert a torque on its magnetization. The data are

- torque efficiency $\xi=0.3$,
- current density in the heavy metal $J=1.0\times10^{11}\ \mathrm{A/m^2}$,
- magnetization $M=1.0\times10^{6}\ \mathrm{A/m}$,
- magnetic thickness of the film $t=1.0\ \mathrm{nm}$.

What is the effective damping-like field $B_{\rm DL}$, in millitesla, when the magnetization is perpendicular to the arriving spins?

The efficiency compares two flux densities. With the magnetization perpendicular to the arriving spins, the film absorbs, per area and time, the spin of $\xi J/e$ fully polarized electrons. Losses at the interface are already contained in $\xi$. Charge flows along the layers and spin flows across them, so $\xi$ is a ratio of fluxes through different surfaces and not a probability.

The film is treated as a macrospin: its magnetization has one direction everywhere, given by the unit vector $\mathbf m$. Heating, the magnetic field of the current itself and any field-like torque are left out. SI units are used, as is natural for device quantities.

## A tempting solution

The number of effective electrons per area and time is $\xi J/e$. Their spins arrive perpendicular to $\mathbf m$ and the film turns them over. An electron whose spin component changes from $+\hbar/2$ to $-\hbar/2$ gives up angular momentum $\hbar$. The torque per area is therefore

$$
\tau_{\rm wrong}=\hbar\,\frac{\xi J}{e}.
$$

A field $B$ perpendicular to $\mathbf m$ exerts the torque $MtB$ per area, because $Mt$ is the magnetic moment per area. Equating the two torques gives

$$
B_{\rm wrong}=\frac{\hbar\,\xi J}{eMt}.
$$

With $\hbar/e=6.582\times10^{-16}\ \mathrm{V\,s}$, the numerator is $6.582\times10^{-16}\times0.3\times10^{11}=1.975\times10^{-5}\ \mathrm{J/m^2}$. Division by $Mt=1.0\times10^{-3}\ \mathrm A$ gives $19.7\ \mathrm{mT}$.

The units are right and so is the balance of torques. The fault is the sentence "the film turns them over". Absorbing a spin is not the same as reversing it. To see what the film receives, we must follow the spin of an electron inside it.

## What one electron gives to the film

Let the unit vector $\mathbf s$ be the direction of the electron's spin angular momentum on arrival, and $\mathbf n$ the direction of the film's own spin angular momentum. The exchange interaction favours parallel spins. For the electron it acts as

$$
H=-\frac{\hbar\omega}{2}\,\mathbf n\cdot\boldsymbol\sigma ,
$$

where $\boldsymbol\sigma$ contains the Pauli matrices and $\hbar\omega>0$ is the exchange splitting. The mean spin direction $\mathbf u=\langle\boldsymbol\sigma\rangle$ obeys $d u_i/dt=(i/\hbar)\langle[H,\sigma_i]\rangle$. With $[\sigma_j,\sigma_i]=2i\,\epsilon_{jik}\sigma_k$ and summation over repeated indices,

$$
\frac{du_i}{dt}=-\frac{i\omega}{2}\,n_j\,(2i\,\epsilon_{jik})\,u_k
=\omega\,\epsilon_{jik}\,n_ju_k
=-\omega\,(\mathbf n\times\mathbf u)_i .
$$

The last sign comes from $\epsilon_{jik}=-\epsilon_{ijk}$. The spin precesses about $\mathbf n$. Split the initial direction into a part along $\mathbf n$ and a transverse part,

$$
\mathbf s=(\mathbf s\cdot\mathbf n)\mathbf n+\mathbf s_\perp .
$$

After a time in which the precession phase has grown to $\phi=\omega\times\text{time}$, the solution is

$$
\mathbf u(\phi)=(\mathbf s\cdot\mathbf n)\mathbf n+\cos\phi\,\mathbf s_\perp-\sin\phi\,\mathbf n\times\mathbf s .
$$

It starts at $\mathbf s$. Its derivative with respect to $\phi$ is $-\sin\phi\,\mathbf s_\perp-\cos\phi\,\mathbf n\times\mathbf s$. This equals $-\mathbf n\times\mathbf u$, because $\mathbf n\times(\mathbf n\times\mathbf s)=-\mathbf s_\perp$.

Exchange conserves the total spin of electron and film. We assume that no spin leaks to the crystal lattice inside the film. What the electron loses, the film then gains:

$$
\Delta\mathbf L=\frac{\hbar}{2}\left[\mathbf s-\mathbf u(\phi)\right]
=\frac{\hbar}{2}\left[(1-\cos\phi)\,\mathbf s_\perp+\sin\phi\,\mathbf n\times\mathbf s\right].
$$

The tempting solution corresponds to $\phi=\pi$ for every electron. The bracket is then $2\mathbf s_\perp$, and for perpendicular spins the gain is $\hbar$.

But electrons enter at different angles and speeds and spend different times in the film, so their phases differ. Take a Gaussian distribution of phases with mean $\phi_0$ and width $w$. Its average is $\langle e^{i\phi}\rangle=e^{i\phi_0}e^{-w^2/2}$, so $\langle\cos\phi\rangle$ and $\langle\sin\phi\rangle$ both carry the factor $e^{-w^2/2}$. When $w$ is several radians, both vanish for practical purposes, and

$$
\langle\Delta\mathbf L\rangle=\frac{\hbar}{2}\,\mathbf s_\perp .
$$

Some electrons give almost $\hbar$ and others almost nothing. The mean is $\hbar/2$ for perpendicular spins. The transverse spin is averaged away, not reversed.

The Gaussian distribution is a convenient model, not a description of a real metal. For free electrons in exchange-split bands, the surviving transverse spin oscillates and falls only slowly with thickness. At 1 nm it can still be ten percent or more of what arrived, depending on the band parameters. The result below does not rest on complete averaging, as the next paragraph shows.

The definition of $\xi$ leads to the same factor. It counts absorbed spin in units of the spin of one electron, which is $\hbar/2$. If a special film did reverse every spin, the larger transfer would appear as a larger $\xi$; the unit would remain $\hbar/2$.

### A magnet that can move

The derivation held $\mathbf n$ fixed while the film took up angular momentum. This is justified if the film's spin is large. To see how large, couple one electron spin to a single quantum spin of size $S$ by exchange, diagonalize the Hamiltonian numerically, and average over phases with mean 20 rad and width 8 rad. Let the angle between $\mathbf s$ and $\mathbf n$ have cosine 0.6 and hence sine 0.8. The expected gain then has length $0.8\times\hbar/2=0.4\,\hbar$.

The length of the vector difference between the computed and the expected gain is $0.0263\,\hbar$ for $S=10$ and $0.0069\,\hbar$ for $S=40$. A fourfold larger spin reduces the deviation by a factor of 3.8, close to a $1/S$ law. A film contains very many coupled spins, so this correction is negligible there.

If all electrons instead have the same phase of 20 rad, the deviation for $S=40$ is $0.3971\,\hbar$, nearly as large as the expected gain itself. The formula for $\Delta\mathbf L$ explains this. Without phase spread the terms $-\cos\phi\,\mathbf s_\perp+\sin\phi\,\mathbf n\times\mathbf s$ survive. The two vectors are perpendicular and equally long, so the sum has length $|\mathbf s_\perp|$ at any phase. Multiplied by $\hbar/2$, this is $0.4\,\hbar$ in the limit of large $S$.

## The right solution

The angular momentum delivered per area and time is

$$
\tau=\frac{\hbar}{2}\,\frac{\xi J}{e},
$$

when the magnetization is perpendicular to the arriving spins. We assume that the arriving spin flux does not depend on the direction of $\mathbf m$. The torque per area for any direction is then $\tau\,\mathbf s_\perp$. We now look for the magnetic field that would exert the same torque.

An electron's magnetic moment is opposite to its spin. The film's spin direction is therefore $\mathbf n=-\mathbf m$. Likewise, let $\mathbf p=-\mathbf s$ be the direction of the magnetic moments of the arriving electrons. The transverse part is the same whether it is taken with respect to $\mathbf n$ or $\mathbf m$, since the direction enters twice:

$$
\mathbf s_\perp=\mathbf s-(\mathbf s\cdot\mathbf m)\mathbf m .
$$

A field $\mathbf B$ exerts the torque $Mt\,\mathbf m\times\mathbf B$ per area. The condition of equal torques is

$$
Mt\,\mathbf m\times\mathbf B=\tau\,\mathbf s_\perp .
$$

To solve for $\mathbf B$, take the cross product of both sides with $\mathbf m$ from the right. On the left, $(\mathbf m\times\mathbf B)\times\mathbf m=\mathbf B-(\mathbf m\cdot\mathbf B)\mathbf m$, the part of $\mathbf B$ perpendicular to $\mathbf m$. A part along $\mathbf m$ exerts no torque and may be set to zero. On the right, $\mathbf s_\perp\times\mathbf m=\mathbf s\times\mathbf m$, because the removed part is parallel to $\mathbf m$. Hence

$$
\mathbf B=\frac{\tau}{Mt}\,\mathbf s\times\mathbf m
=\frac{\tau}{Mt}\,\mathbf m\times\mathbf p ,
$$

where the last step uses $\mathbf s=-\mathbf p$ and reverses the order of the product. For $\mathbf m$ perpendicular to $\mathbf p$ the magnitude is

$$
\boxed{B_{\rm DL}=\frac{\hbar\,\xi J}{2eMt}}
$$

The units agree: $\tau$ is in $\mathrm{J/m^2}$ and $Mt$ in $\mathrm A$, and $\mathrm{J/(A\,m^2)}=\mathrm T$.

### The numbers

The conversion factor from charge current to angular momentum current is

$$
\frac{\hbar}{2e}=3.2911\times10^{-16}\ \mathrm{V\,s}.
$$

The angular momentum supply is

$$
\tau=3.2911\times10^{-16}\times0.3\times1.0\times10^{11}
=9.873\times10^{-6}\ \mathrm{J/m^2}.
$$

The magnetic moment per area is

$$
Mt=1.0\times10^{6}\times1.0\times10^{-9}=1.0\times10^{-3}\ \mathrm A .
$$

The quotient is

$$
B_{\rm DL}=\frac{9.873\times10^{-6}}{1.0\times10^{-3}}\ \mathrm T
=9.873\times10^{-3}\ \mathrm T\approx9.9\ \mathrm{mT}.
$$

Expressed as a magnetic field strength, $B_{\rm DL}/\mu_0\approx7.9\times10^{3}\ \mathrm{A/m}$. The data justify no more than two digits; further digits are kept below only to compare two calculations.

## Which way the field points

The field lies along $\mathbf m\times\mathbf p$, not along $\mathbf p$. Its effect on the motion follows from the film's angular momentum per area, $-(Mt/\gamma)\mathbf m$, where $\gamma>0$ is the size of the gyromagnetic ratio. Setting its rate of change equal to $Mt\,\mathbf m\times\mathbf B$ gives $d\mathbf m/dt=-\gamma\,\mathbf m\times\mathbf B$. Inserting the damping-like field,

$$
\frac{d\mathbf m}{dt}=-\gamma B_{\rm DL}\,\mathbf m\times(\mathbf m\times\mathbf p)
=\gamma B_{\rm DL}\left[\mathbf p-(\mathbf m\cdot\mathbf p)\mathbf m\right].
$$

The magnetization is pulled toward $\mathbf p$, just as ordinary damping pulls it toward an applied field. This is the origin of the name. Reversing the current reverses $\mathbf p$ and with it the pull.

If $\psi$ is the angle between $\mathbf m$ and $\mathbf p$, the field has magnitude $B_{\rm DL}\sin\psi$. At $\psi=30^\circ$ it is half the full value, about $4.9\ \mathrm{mT}$. At $\psi=0$ it vanishes, since the arriving spins then have no transverse part.

## What 9.9 mT does to a perpendicular film

Suppose the film prefers to be magnetized along its normal $z$, with anisotropy field $B_K m_z\hat{\mathbf z}$ and $B_K=500\ \mathrm{mT}$, a round value. This is the effective anisotropy field, with the demagnetizing field $\mu_0M\approx1.26\ \mathrm T$ of the thin film already subtracted. Let $\mathbf p$ point along $+y$. For $\mathbf m$ near $+z$, the damping-like field points along $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$, so try a steady state tilted that way:

$$
\mathbf m=(-\sin\theta,\,0,\,\cos\theta),\qquad
\mathbf m\times\mathbf p=(-\cos\theta,\,0,\,-\sin\theta).
$$

The total field has components

$$
B_x=-B_{\rm DL}\cos\theta,\qquad
B_z=B_K\cos\theta-B_{\rm DL}\sin\theta .
$$

In a steady state $\mathbf m\times\mathbf B=0$. Both vectors lie in the $xz$ plane, so only the $y$ component needs attention:

$$
m_zB_x-m_xB_z
=-B_{\rm DL}\cos^2\theta+B_K\sin\theta\cos\theta-B_{\rm DL}\sin^2\theta=0 .
$$

The two terms with $B_{\rm DL}$ add up to $-B_{\rm DL}$, so that

$$
B_K\sin\theta\cos\theta=B_{\rm DL},\qquad
\sin2\theta=\frac{2B_{\rm DL}}{B_K}=\frac{2\times9.873}{500}=0.0395 .
$$

The smaller root is $\theta=1.1317^\circ$. The magnetization does settle there. A numerical Runge–Kutta integration of the angular momentum balance, with the supply $\tau$ as input, a damping constant of 0.1 and a start along $(0.1,\,0.2,\,1)$, ends at this tilt. Damping acts only while $\mathbf m$ moves, so it does not enter the steady-state condition.

Compare an ordinary applied field of the same size along $-x$. Divided by $M$, the energy density is

$$
-\tfrac12B_K\cos^2\theta-B_{\rm DL}\sin\theta .
$$

Its derivative, $\cos\theta\,(B_K\sin\theta-B_{\rm DL})$, vanishes near $\theta=0$ when $\sin\theta=B_{\rm DL}/B_K$. This gives $1.1315^\circ$. With $x=B_{\rm DL}/B_K$, the two tilts in radians are

$$
\tfrac12\arcsin2x= x+\tfrac23x^3+\dots,\qquad
\arcsin x= x+\tfrac16x^3+\dots
$$

They differ by $x^3/2$ at leading order. For $x=0.01975$ this is $3.9\times10^{-6}$ rad, or $0.0002^\circ$, as found. The small difference arises because the damping-like field turns with $\mathbf m$ while the applied field stays fixed. For small tilts, "an effective field of 9.9 mT" can thus be taken literally.

The equivalence holds for one magnetization state at a time. For $\mathbf m$ near $-z$, the product $\mathbf m\times\mathbf p$ points along $+x$, and the current tilts the magnetization the other way. An applied field along $-x$ tilts both states toward $-x$.

### The limit of strong current

Since $\sin2\theta$ cannot exceed one, the tilted state exists only for $B_{\rm DL}\le B_K/2$. Here that limit is $250\ \mathrm{mT}$. As the field is proportional to $J$, it corresponds to

$$
J=\frac{250}{9.873}\times10^{11}\ \mathrm{A/m^2}\approx2.5\times10^{12}\ \mathrm{A/m^2}.
$$

This limit holds for a uniform film without thermal agitation or heating when the current is raised slowly. Beyond it the magnetization is not reversed, provided the damping constant is well below one, as in ordinary ferromagnets. It turns into the film plane and comes to rest along $\mathbf p$, where both the damping-like torque and the anisotropy torque vanish. If the current is switched on suddenly with $\mathbf m$ along $z$, the magnetization overshoots and escapes to $\mathbf p$ at a lower field: about $0.43\,B_K$ for a damping constant of 0.1 and about $0.41\,B_K$ for weaker damping. A real film may also switch by forming domains, so the value is not a prediction of a device's switching current.

## When the formula needs care

**Current density.** $J$ is the density in the heavy metal. If part of the total current flows through the ferromagnet or other layers, the average over the whole stack is a different number and would need a differently defined efficiency.

**Thickness.** At fixed $\xi$, the field falls as $1/t$, because the same supply of angular momentum acts on a larger moment. The thickness must be that of the magnetic material; a nonmagnetic part of the layer contributes nothing to $Mt$. The efficiency itself may change in a film so thin that the precession phases do not spread.

**Incomplete phase spread.** If $\langle\sin\phi\rangle$ does not vanish, the film also gains spin along $\mathbf n\times\mathbf s=\mathbf m\times\mathbf p$. A torque in this direction has the form $\mathbf m\times\mathbf B$ with $\mathbf B$ along $\mathbf p$. It is a field-like torque, and $B_{\rm DL}$ alone no longer describes the action of the current.
